# Equivalent recovery times at two temperatures for Arrhenius trap emission: verification in Python

```python
# Result under test: for trap emission with tau = tau0*exp(E/kT), recovery for
# t1 at T1 probes the same barrier E as recovery for
#     t2 = tau0*(t1/tau0)**(T1/T2)   at T2,
# where "probed" means tau = t (a fraction 1/e of such traps is still filled).
# Symbols: tau0 prefactor (s), E barrier (eV), T temperature (K), t time (s),
# K Boltzmann constant (eV/K). Neglected effects are sized at the end.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

K = const.k / const.e
TAU0, T_HOT, T_COLD, T1_S = 1e-13, 400.0, 300.0, 1.0
GAMMA = np.euler_gamma


def probed_barrier(t, temp, tau0=TAU0):
    return K * temp * np.log(t / tau0)


def equivalent_time(t, hot, cold, tau0=TAU0):
    return tau0 * (t / tau0) ** (hot / cold)


barrier = probed_barrier(T1_S, T_HOT)
t2 = equivalent_time(T1_S, T_HOT, T_COLD)


# --- Rate equation integrated numerically, without the derived formulas ---
def emission_rate(E, temp):
    return np.exp(-E / (K * temp)) / TAU0


def filled_after(E, temp, t):
    r = emission_rate(E, temp)
    sol = solve_ivp(lambda x, f: -r * f, (0, t), [1.0], rtol=1e-9, atol=1e-12)
    return sol.y[0, -1]


E_ode = brentq(lambda E: filled_after(E, T_HOT, T1_S) - np.exp(-1), 0.95, 1.2)
t2_ode = brentq(lambda t: filled_after(E_ode, T_COLD, t) - np.exp(-1), 1e3, 1e5)
assert abs(E_ode - barrier) < 1e-6
assert abs(t2_ode / t2 - 1) < 1e-5
assert abs(t2 - 21500) < 100

# --- Flat distribution of barriers: remaining threshold shift ---
E_LOW, E_HIGH, SHIFT0 = 0.6, 1.4, 50.0  # eV, eV, mV


def remaining_shift(t, temp):
    centre = K * temp * np.log(t / TAU0)
    val = quad(lambda E: np.exp(-t * emission_rate(E, temp)), E_LOW, E_HIGH,
               points=[centre - 0.1, centre, centre + 0.1],
               epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    return SHIFT0 * val / (E_HIGH - E_LOW)


shift_hot = remaining_shift(T1_S, T_HOT)
shift_cold = remaining_shift(t2, T_COLD)
shift_cold_1s = remaining_shift(T1_S, T_COLD)
for value, temp in ((shift_hot, T_HOT), (shift_cold, T_COLD)):
    law = SHIFT0 * (E_HIGH - barrier - GAMMA * K * temp) / (E_HIGH - E_LOW)
    assert abs(value - law) < 1e-3  # mV; finite upper edge of the band
t2_charge = t2 * np.exp(GAMMA * (T_HOT / T_COLD - 1))
t2_charge_num = brentq(lambda t: remaining_shift(t, T_COLD) - shift_hot, 1e4, 1e5)
assert abs(t2_charge_num / t2_charge - 1) < 1e-3  # same edge effect

# --- Mean and width of the emission front from numerical derivatives ---
front = {}
for temp, time in ((T_HOT, T1_S), (T_COLD, t2)):
    E = np.linspace(barrier - 0.3, barrier + 1.0, 40001)
    weight = np.gradient(np.exp(-time * emission_rate(E, temp)), E)
    norm = np.trapezoid(weight, E) if hasattr(np, "trapezoid") else np.trapz(weight, E)
    step = E[1] - E[0]
    mean = np.sum(weight * E) * step / norm
    width = np.sqrt(np.sum(weight * (E - mean) ** 2) * step / norm)
    assert abs(mean - barrier - GAMMA * K * temp) < 1e-5
    assert abs(width - np.pi * K * temp / np.sqrt(6)) < 1e-5
    front[temp] = (mean, width)

# --- Sensitivity to temperature: finite differences against derivatives ---
h = 1e-3
slope_hot = np.log(T1_S / TAU0) / T_COLD
slope_cold = -np.log(t2 / TAU0) / T_COLD
fd_hot = np.log(equivalent_time(T1_S, T_HOT + h, T_COLD)
                / equivalent_time(T1_S, T_HOT - h, T_COLD)) / (2 * h)
fd_cold = np.log(equivalent_time(T1_S, T_HOT, T_COLD + h)
                 / equivalent_time(T1_S, T_HOT, T_COLD - h)) / (2 * h)
assert abs(fd_hot - slope_hot) < 1e-7 and abs(fd_cold - slope_cold) < 1e-7

# --- Neglected: electron tunnelling through the interlayer ---
PHI, MASS = 3.1, 0.5  # eV, electron masses


def wave_number(energy):  # 1/nm
    return np.sqrt(2 * MASS * const.m_e * energy * const.e) / const.hbar * 1e-9


kappa = wave_number(PHI)


def transmission(d, energy=0.1):  # wave matching at both faces of the barrier
    k = wave_number(energy)
    up, down = np.exp(kappa * d), np.exp(-kappa * d)
    M = np.array([[-1, 1, 1, 0], [1j * k, kappa, -kappa, 0],
                  [0, up, down, -1], [0, kappa * up, -kappa * down, -1j * k]])
    return abs(np.linalg.solve(M, np.array([1, 1j * k, 0, 0]))[3]) ** 2


assert abs(transmission(1.5) / transmission(1.0) / np.exp(-kappa) - 1) < 1e-3
tunnel_rows = []
for d in (0.5, 1.0):
    tau_eff = TAU0 * np.exp(2 * kappa * d)
    t_eff = equivalent_time(T1_S, T_HOT, T_COLD, tau_eff)
    assert abs(t_eff / (t2 * np.exp(-2 * kappa * d / 3)) - 1) < 1e-9
    tunnel_rows.append((d, tau_eff, probed_barrier(T1_S, T_HOT, tau_eff), t_eff))


# --- Neglected: tunnelling of the lattice coordinate, equal parabolas ---
def effective_temperature(temp, hw):
    return hw / (4 * K) / np.tanh(hw / (4 * K * temp))


def least_exponent(E, temp, hw):  # s*s = vibrational energy / barrier
    def total(s):
        action = quad(lambda v: np.sqrt(max(v * v - s * s, 0.0)), s, 1)[0]
        return E * s * s / (K * temp) + 8 * E / hw * action
    return minimize_scalar(total, bounds=(0.01, 0.99999), method="bounded",
                           options={"xatol": 1e-9}).fun


phonon_rows = []
for hw in (0.02, 0.05):
    for temp in (T_HOT, T_COLD):
        law = barrier / (K * effective_temperature(temp, hw))
        assert abs(least_exponent(barrier, temp, hw) / law - 1) < 1e-5
    hot, cold = (effective_temperature(x, hw) for x in (T_HOT, T_COLD))
    phonon_rows.append((hw, hot, cold, equivalent_time(T1_S, hot, cold)))

# --- Neglected: prefactor ~ 1/T^2, field mismatch, recapture ---
tau_cold = TAU0 * (T_HOT / T_COLD) ** 2
t2_prefactor = tau_cold * np.exp(barrier / (K * T_COLD))
assert abs(t2_prefactor / t2 - (T_HOT / T_COLD) ** 2) < 1e-9
FIELD, DEPTH, LEVEL = 0.1, 0.5, 0.2  # MV/cm, nm, eV
barrier_change = FIELD * 1e8 * DEPTH * 1e-9  # eV
field_factor = np.exp(barrier_change / (K * T_COLD))
occupancy = {}
for temp in (T_HOT, T_COLD):
    occupancy[temp] = 1 / (1 + np.exp(LEVEL / (K * temp)))
    capture = np.exp(-LEVEL / (K * temp))  # in units of the emission rate
    sol = solve_ivp(lambda x, f: -f + capture * (1 - f), (0, 40), [1.0],
                    method="LSODA", rtol=1e-9, atol=1e-12)
    assert abs(sol.y[0, -1] - occupancy[temp]) < 1e-7

print(f"Prefactor tau0: {TAU0:.0e} s")
print(f"Hot recovery: {T1_S:.0f} s at {T_HOT:.0f} K; cold: {T_COLD:.0f} K")
print(f"kT at 400 K: {1e3*K*T_HOT:.2f} meV; at 300 K: {1e3*K*T_COLD:.2f} meV")
print(f"ln(t1/tau0): {np.log(T1_S/TAU0):.3f}; ln(t2/tau0): {np.log(t2/TAU0):.3f}")
print(f"Probed barrier, 1 s at 400 K: {barrier:.4f} eV")
print(f"Same from the rate equation: {E_ode:.4f} eV")
print(f"Probed barrier, 1 s at 300 K: {probed_barrier(T1_S, T_COLD):.4f} eV")
print(f"Barrier step per decade, 400 K: {1e3*K*T_HOT*np.log(10):.1f} meV")
print(f"Barrier step per decade, 300 K: {1e3*K*T_COLD*np.log(10):.1f} meV")
print(f"Equivalent time at 300 K: {t2:.0f} s = {t2/3600:.2f} h")
print(f"Same from the rate equation: {t2_ode:.0f} s")
print(f"Equivalent of 10 s at 400 K: {equivalent_time(10, T_HOT, T_COLD):.3e} s")
for temp in (T_HOT, T_COLD):
    print(f"Front at {temp:.0f} K: mean {front[temp][0]:.4f} eV, "
          f"standard deviation {1e3*front[temp][1]:.1f} meV")
print(f"Barrier band: {E_LOW} to {E_HIGH} eV; initial shift {SHIFT0:.0f} mV")
print(f"Shift left, 1 s at 400 K: {shift_hot:.2f} mV")
print(f"Shift left, t2 at 300 K: {shift_cold:.2f} mV")
print(f"Shift left, 1 s at 300 K: {shift_cold_1s:.2f} mV")
print(f"Time at 300 K for equal charge, formula: {t2_charge:.0f} s")
print(f"Time at 300 K for equal charge, quadrature: {t2_charge_num:.0f} s")
print(f"d ln t2/dT1: {slope_hot:.4f} 1/K; d ln t2/dT2: {slope_cold:.4f} 1/K")
print(f"t2 if hot run is at 401 K: {equivalent_time(T1_S, 401, T_COLD):.0f} s")
print(f"t2 if cold run is at 301 K: {equivalent_time(T1_S, T_HOT, 301):.0f} s")
print(f"Interlayer: barrier {PHI} eV, mass {MASS} m_e, kappa {kappa:.2f} 1/nm")
for d, tau_eff, e_eff, t_eff in tunnel_rows:
    print(f"Interlayer {d} nm: prefactor {tau_eff:.2e} s, "
          f"barrier {e_eff:.3f} eV, t2 {t_eff:.0f} s")
for hw, hot, cold, t_ph in phonon_rows:
    print(f"Phonon {1e3*hw:.0f} meV: effective T {hot:.1f} K and {cold:.1f} K, "
          f"t2 {t_ph:.0f} s")
print(f"Prefactor ~ 1/T^2: tau0(300 K) {tau_cold:.2e} s, t2 {t2_prefactor:.0f} s")
print(f"Field mismatch {FIELD} MV/cm over {DEPTH} nm: {1e3*barrier_change:.1f} meV, "
      f"time factor {field_factor:.3f}")
print(f"Level {LEVEL} eV above Fermi level: occupancy {100*occupancy[T_HOT]:.3f} % "
      f"at 400 K, {100*occupancy[T_COLD]:.3f} % at 300 K")
print("OK")
```

Running it gives:

```
Prefactor tau0: 1e-13 s
Hot recovery: 1 s at 400 K; cold: 300 K
kT at 400 K: 34.47 meV; at 300 K: 25.85 meV
ln(t1/tau0): 29.934; ln(t2/tau0): 39.911
Probed barrier, 1 s at 400 K: 1.0318 eV
Same from the rate equation: 1.0318 eV
Probed barrier, 1 s at 300 K: 0.7738 eV
Barrier step per decade, 400 K: 79.4 meV
Barrier step per decade, 300 K: 59.5 meV
Equivalent time at 300 K: 21544 s = 5.98 h
Same from the rate equation: 21544 s
Equivalent of 10 s at 400 K: 4.642e+05 s
Front at 400 K: mean 1.0517 eV, standard deviation 44.2 meV
Front at 300 K: mean 1.0467 eV, standard deviation 33.2 meV
Barrier band: 0.6 to 1.4 eV; initial shift 50 mV
Shift left, 1 s at 400 K: 21.77 mV
Shift left, t2 at 300 K: 22.08 mV
Shift left, 1 s at 300 K: 38.20 mV
Time at 300 K for equal charge, formula: 26115 s
Time at 300 K for equal charge, quadrature: 26114 s
d ln t2/dT1: 0.0998 1/K; d ln t2/dT2: -0.1330 1/K
t2 if hot run is at 401 K: 23805 s
t2 if cold run is at 301 K: 18869 s
Interlayer: barrier 3.1 eV, mass 0.5 m_e, kappa 6.38 1/nm
Interlayer 0.5 nm: prefactor 5.89e-11 s, barrier 0.812 eV, t2 2570 s
Interlayer 1.0 nm: prefactor 3.47e-08 s, barrier 0.592 eV, t2 307 s
Phonon 20 meV: effective T 402.8 K and 303.7 K, t2 17390 s
Phonon 50 meV: effective T 417.4 K and 323.0 K, t2 6273 s
Prefactor ~ 1/T^2: tau0(300 K) 1.78e-13 s, t2 38301 s
Field mismatch 0.1 MV/cm over 0.5 nm: 5.0 meV, time factor 1.213
Level 0.2 eV above Fermi level: occupancy 0.301 % at 400 K, 0.044 % at 300 K
OK
```
